# Cubic and Force-Only Line Searches with Strong Wolfe Conditions

## Two errors that change places

A methane molecule, in restricted Hartree–Fock theory with the 6-31G basis, is stretched until all four C–H bonds measure 2.4 bohr, and is then moved along its own forces. Energies and slopes at steps 0 and 1 bohr locate the energy minimum on this line with an error of 0.010 bohr if a cubic is fitted to them. The secant rule, which uses the slopes alone, misses by 0.161 bohr. Now let the two points lie 0.034 bohr apart, with the minimum 0.4 of the way from the first to the second, and let each energy carry a random error of $10^{-5}$ hartree and each slope one of $10^{-5}$ hartree/bohr. The cubic has a root-mean-square (rms) error of $1.5\times10^{-3}$ bohr, the secant $2.0\times10^{-4}$ bohr. The better method has become the worse one. The reason lies in how each formula uses its data.

## The cubic through two energies and two slopes

Let $E(\mathbf R)$ be the energy at nuclear positions $\mathbf R$, $\mathbf F=-\nabla E$ the forces, and $\mathbf d$ a search direction of unit length. Along the line,

$$\phi(\alpha)=E(\mathbf R+\alpha\mathbf d),\qquad g(\alpha)=\phi'(\alpha)=-\mathbf F\cdot\mathbf d .$$

The step $\alpha$ is a length and $g$ an energy per length. We assume that $\phi'$ is continuous and that $g_0=g(0)<0$, so the line starts downhill.

At $a<b$, with $h=b-a$, the energies are $f_a,f_b$ and the slopes $g_a,g_b$. Put $\alpha=a+th$ and write the slope of the interpolating cubic $p$ as $s(t)=dp/d\alpha=g_a+Bt+At^2$. The slope at $b$ and the energy difference require

$$A+B=g_b-g_a,\qquad g_a+\frac B2+\frac A3=\frac{f_b-f_a}{h}.$$

Eliminating $B$ gives $A=3(g_a+g_b)-6(f_b-f_a)/h$. With

$$z=g_a+g_b-\frac{3(f_b-f_a)}{h}$$

this is $A=g_a+g_b+2z$, and $B=g_b-g_a-A=-2(g_a+z)$. Hence

$$s(t)=g_a-2(g_a+z)t+At^2 .$$

At a root of $s$, the derivative $s'(t)=2[At-(g_a+z)]$ obeys

$$\frac{s'^2}{4}=(g_a+z)^2+A\,[At^2-2(g_a+z)t]=(g_a+z)^2-Ag_a=z^2-g_ag_b ,$$

because the square bracket equals $-g_a$ there. Define $w=\sqrt{z^2-g_ag_b}$. A minimum has $s'>0$, so $s'=2w$, which means

$$At=g_a+z+w. \tag{1}$$

Inserting (1) for one factor $At$ in $s(t)=0$ gives

$$g_a=(g_a+z-w)\,t. \tag{2}$$

Subtract twice (2) from (1). The coefficient of $t$ becomes $A-2(g_a+z-w)=g_b-g_a+2w$, and therefore

$$\boxed{\,t=\frac{w+z-g_a}{g_b-g_a+2w}\,},\qquad \frac{d^2p}{d\alpha^2}=\frac{s'}{h}=\frac{2w}{h}. \tag{3}$$

We never divided by $A$, so (3) also holds when the cubic coefficient vanishes and $p$ is a parabola that opens upward. We did divide by $g_b-g_a+2w$, which vanishes when $g_b\le g_a$ and $z=\pm(g_a+g_b)/2$. For $g_a=-1$, $g_b=-3$, $z=-2$, for example, (3) reads $0/0$, although (1) places a minimum at $t=1/4$. The two cases treated next are free of this defect.

**When the minimum lies inside.** Let $g_a<0$. If $g_b>0$, the slope of $p$ changes from negative to positive between the points. If instead $g_b\le0$ but $f_b\ge f_a$, then $p$ first falls below $f_a$ and must return at least to $f_a$, so its lowest value on the interval is again inside. A nonconstant cubic has positive curvature at a local minimum, and it has at most one such minimum, so (3) finds it.

The denominator is positive in both cases. For $g_b>0$ this is plain. In the second case $z\le g_a+g_b<0$, so $w^2\ge(g_a+g_b)^2-g_ag_b$, and

$$4w^2-(g_a-g_b)^2\ge3(g_a+g_b)^2>0 .$$

If $g_b\le0$ and $f_b<f_a$, an interior minimum is not guaranteed, and the search needs another rule.

**Methane.** By symmetry the carbon atom stays fixed and each hydrogen moves inward by $\alpha/2$. The data are

- at $a=0$: $f_a=-40.109973$ hartree, $g_a=-0.168442$ hartree/bohr;
- at $b=1$ bohr: $f_b=-40.161861$ hartree, $g_b=0.138450$ hartree/bohr.

Thus $z=-0.168442+0.138450+3(0.051888)=0.12567$ hartree/bohr, and $w=\sqrt{0.12567^2+0.168442\times0.138450}=0.19777$ hartree/bohr. Equation (3) gives

$$t=\frac{0.19777+0.12567+0.16844}{0.13845+0.16844+0.39555}=0.700 .$$

The minimum found from a root of the computed slope is at 0.710 bohr.

## The strong Wolfe conditions

A line search need not find the minimum precisely. It needs a step that lowers the energy enough and reduces the magnitude of the slope to a chosen fraction of its starting value. For constants $0<c_1<c_2<1$ the strong Wolfe conditions are

$$\phi(\alpha)\le\phi(0)+c_1\alpha g_0,\qquad |g(\alpha)|\le c_2|g_0| . \tag{4}$$

The first is called sufficient decrease. The second excludes points where the energy is still steep.

Suppose $\phi$ is bounded below for $\alpha\ge0$. Define

$$\psi(\alpha)=\phi(\alpha)-\phi(0)-c_1\alpha g_0 .$$

Then $\psi(0)=0$ and $\psi'(0)=(1-c_1)g_0<0$, while $\psi\to\infty$ at large $\alpha$ because $-c_1\alpha g_0$ grows without limit. So $\psi$ has a minimum at some $\alpha>0$ with $\psi<0$ and $\psi'=0$. There $g=c_1g_0$, hence $|g|=c_1|g_0|<c_2|g_0|$, and both conditions hold. By continuity they hold in a neighbourhood too.

The curvature condition also serves quasi-Newton methods. For the step $\mathbf s=\alpha\mathbf d$ and the gradient change $\mathbf y$,

$$\mathbf s\cdot\mathbf y=\alpha[g(\alpha)-g_0]\ge(1-c_2)\alpha|g_0|>0 ,$$

which is the positive curvature that a positive-definite update of the Hessian requires.

## A search that terminates

The search keeps a lower end with $\psi\le0$ and $\psi'<0$, at first $\alpha=0$.

1. Evaluate $\phi$ and $g$ at the trial step. Stop if (4) holds.
2. If $\psi>0$ or $\psi'\ge0$, make the trial the upper end. Otherwise make it the lower end.
3. If there is no upper end yet, double the step and return to 1.
4. Take $t$ from (3) if $g_b>0$ or $f_b\ge f_a$; otherwise take $t=1/2$. Restrict $t$ to $[0.1,0.9]$ and return to 1 with $\alpha=a+th$.

Doubling ends because $\psi$ eventually becomes positive. Each bracket then contains an acceptable point. To see this, consider a rejected upper end with $\psi\le0$. It satisfies sufficient decrease, so it failed on slope; since $g\ge c_1g_0=-c_1|g_0|$, the failure means $g>c_2|g_0|$, and $\psi'>0$. An upper end therefore has either $\psi>0$ or $\psi'>0$. The lowest value of $\psi$ on the bracket cannot be at the lower end, where $\psi$ is falling. It cannot be at the upper end, where $\psi$ is either above its value at the lower end or rising. It is inside, with $\psi<0$ and $\psi'=0$, and such a point satisfies (4).

Suppose the search never stopped. Each refinement leaves at most 0.9 of the bracket, so both ends approach one point $\alpha_\infty$. Every bracket contains a point with $\psi'>0$: the upper end itself, or, if $\psi$ is positive there, a point supplied by the mean-value theorem. Since $\psi'<0$ at the lower ends, continuity gives $\psi'(\alpha_\infty)=0$. The lower end cannot have stopped moving, for it would then equal $\alpha_\infty$ and have $\psi'<0$. So infinitely many trials became lower ends, all with $\psi\le0$ and with slopes tending to $c_1g_0$. Eventually $|g|<c_2|g_0|$, and such a trial would have been accepted. This contradiction proves that the search ends, for noise-free data.

For methane we take $c_1=10^{-4}$ and $c_2=0.1$. The trial at 1 bohr lowers the energy sufficiently, but its slope is 0.82 of the initial slope in magnitude, so it is rejected. At the cubic point the ratio is 0.023 and the energy is $-40.180535$ hartree; the search stops after two trials. Here $\mathbf s\cdot\mathbf y=0.115$ hartree, above the bound of 0.106 hartree.

## Using forces alone

The straight line through the two slopes vanishes at

$$\alpha=a-\frac{g_ah}{g_b-g_a}. \tag{5}$$

No energy enters. Sufficient decrease must then be replaced. For a quadratic $\phi$ the slope is linear, so $\phi(\alpha)-\phi(0)=\alpha(g_0+g)/2$, and the first condition in (4) becomes

$$\frac{g_0+g}{2}\le c_1g_0\quad\Longleftrightarrow\quad g\le(1-2c_1)|g_0| .$$

With $c_1<1/2$, the force-only acceptance rule is

$$-c_2|g_0|\le g(\alpha)\le\min(c_2,\,1-2c_1)\,|g_0| . \tag{6}$$

A rejected trial with $g<0$ becomes the lower end, and one with $g>0$ the upper end. Double the step until an upper end exists, then use (5), again with $t$ restricted to $[0.1,0.9]$. Once bracketed, this search ends: the slopes at the two ends lie on opposite sides of the window (6), and a continuous slope cannot keep that gap while the bracket shrinks to a point. Bracketing itself must be assumed to succeed. Doubling could step over every well of a corrugated curve and meet steep negative slopes each time.

For methane the first secant point is $0.168442/0.306892=0.549$ bohr, with a slope ratio of 0.33. It is rejected. The next point, 0.678 bohr, is accepted after three trials.

The rule has a blind spot. Take, in model units, $g(\alpha)=(\alpha-1)(\alpha-4)(\alpha-5)$, with $g_0=-20$. A first trial at $\alpha=4$ has zero slope and is accepted. Yet it is a maximum, and integration gives

$$\phi(4)-\phi(0)=\left[\frac{\alpha^4}{4}-\frac{10\alpha^3}{3}+\frac{29\alpha^2}{2}-20\alpha\right]_0^4=\frac83 .$$

The energy has risen. An energy comparison is therefore still worth making whenever the difference is well above the noise.

## Truncation error

Let $\alpha_*$ be a minimum inside the bracket, with $k=\phi''(\alpha_*)>0$, and let $\phi$ be smooth enough for the Taylor expansions used here. Derivatives below are taken at $\alpha_*$, and results are to leading order in $h$.

For the secant, keep the slope to second order. Its difference from the straight line $\ell$ is a quadratic that vanishes at $a$ and $b$, namely $\tfrac12\phi'''(\alpha-a)(\alpha-b)$. Since $g(\alpha_*)=0$, we have $\ell(\alpha_*)=-\tfrac12\phi'''(\alpha_*-a)(\alpha_*-b)$. The line has slope $k$ to this order, so its zero is displaced by $-\ell(\alpha_*)/k$:

$$\Delta_{\rm sec}=\frac{\phi'''}{2k}(\alpha_*-a)(\alpha_*-b)=-\frac{\phi'''}{2k}\,t(1-t)h^2 , \tag{7}$$

where $\alpha_*=a+th$.

For the cubic, keep $\phi$ to fourth order. Now $\phi-p$ vanishes together with its slope at both ends, so it is $\tfrac1{24}\phi''''(\alpha-a)^2(\alpha-b)^2$. Its derivative at $\alpha_*$ equals $-p'(\alpha_*)$, and the displacement is $-p'(\alpha_*)/k$:

$$\Delta_{\rm cub}=\frac{\phi''''}{12k}(\alpha_*-a)(\alpha_*-b)(2\alpha_*-a-b)=\frac{\phi''''}{12k}\,t(1-t)(1-2t)h^3 . \tag{8}$$

The energies have removed the $h^2$ error. For methane, finite differences of the slopes at a spacing of 0.05 bohr give $k=0.386$ hartree/bohr² and $\phi'''=0.556$ hartree/bohr³, the latter uncertain by one unit in the last digit. With $h=1$ bohr and $t=0.710$, (7) predicts $-0.148$ bohr; the actual secant error is $-0.161$ bohr. The leading term thus accounts for most of the error even in this wide bracket.

## Noise error

Let the energies have errors $\delta f_a,\delta f_b$. They enter (3) through $\delta z=3(\delta f_a-\delta f_b)/h$. Differentiating $s(t)=0$, with $\partial s/\partial z=-2t(1-t)$ and $s'=2w$, gives $\delta t=t(1-t)\,\delta z/w$. Since $\delta\alpha=h\,\delta t$,

$$\delta\alpha_{\rm cub}=\frac{3t(1-t)}{w}(\delta f_a-\delta f_b)\simeq\frac{6t(1-t)}{kh}(\delta f_a-\delta f_b), \tag{9}$$

where $2w/h\simeq k$. The error grows as $1/h$ because the formula divides an energy difference by the distance. This linear result holds while $\delta t=\delta\alpha/h$ is small, that is, for energy errors well below $kh^2$. When $g_a<0<g_b$ the cubic minimum stays inside the bracket whatever the energies, so the error never exceeds $h$. An error common to both energies cancels.

Slope errors act differently. They enter $s$ directly and through $z$, so the coefficient of $\delta g_a$ in $\delta s$ is $(1-t)^2-2t(1-t)=(1-t)(1-3t)$, and that of $\delta g_b$ is $t^2-2t(1-t)=t(3t-2)$. The cubic minimum shifts by

$$-\frac{h}{2w}\left[(1-t)(1-3t)\,\delta g_a+t(3t-2)\,\delta g_b\right].$$

For the secant, varying $(1-t)g_a+tg_b=0$ and using $g_b-g_a\simeq kh$ gives

$$\delta\alpha_{\rm sec}\simeq-\frac{(1-t)\,\delta g_a+t\,\delta g_b}{k}.$$

Neither expression grows as $h$ shrinks, since $h/2w\simeq1/k$. Both are linear results and hold while the slope errors are well below $g_b-g_a\simeq kh$.

Let the energy errors be independent with standard deviation $\sigma$, so that their difference has deviation $\sqrt2\,\sigma$. If slope noise and the cubic's truncation error are negligible, the two methods have equal rms errors when

$$\frac{6\sqrt2\,\sigma\,t(1-t)}{kh}=\frac{|\phi'''|\,t(1-t)h^2}{2k}
\quad\Longrightarrow\quad
h_\times=\left(\frac{12\sqrt2\,\sigma}{|\phi'''|}\right)^{1/3}. \tag{10}$$

Both $k$ and $t$ cancel. In this regime the cubic is better for $h>h_\times$ and the secant for $h<h_\times$.

For methane we add artificial Gaussian noise, $\sigma=10^{-5}$ hartree in the energies and $10^{-5}$ hartree/bohr in the slopes. Equation (10) gives $h_\times=(1.697\times10^{-4}/0.5556)^{1/3}=0.0673$ bohr. With the minimum at $t=0.4$, the sampled rms errors are:

| $h$ (bohr) | cubic (bohr) | secant (bohr) |
|---|---|---|
| 0.269 | $2.5\times10^{-4}$ | $1.23\times10^{-2}$ |
| 0.067 | $7.8\times10^{-4}$ | $7.8\times10^{-4}$ |
| 0.034 | $1.5\times10^{-3}$ | $2.0\times10^{-4}$ |

In the last row the noise part of the secant error is about $1.9\times10^{-5}$ bohr; the rest is truncation, which falls as $h^2$. The cubic error is almost wholly energy noise. This explains the reversal in the opening example.

## When noise defeats the decrease test

Energy noise also corrupts the first condition in (4). In a harmonic well, start a distance $\delta$ before the minimum and step precisely to it. The true decrease is $k\delta^2/2$ and $g_0=-k\delta$. With independent energy errors and a negligible slope error, the step is rejected if the error difference exceeds $(\tfrac12-c_1)k\delta^2$. Its deviation is $\sqrt2\,\sigma$, so

$$P_{\rm reject}=\Phi_N\!\left(-\frac{(\frac12-c_1)k\delta^2}{\sqrt2\,\sigma}\right),$$

where $\Phi_N$ is the cumulative standard normal distribution. At $\delta=\sqrt{2\sigma/k}=0.0072$ bohr the true decrease equals $\sigma$, and $P_{\rm reject}=0.24$; sampling on the methane curve also gives 0.24. The slope at that start is $-0.0028$ hartree/bohr, still some 280 times the assumed slope noise. For closer starts $P_{\rm reject}$ tends to $1/2$, so the energy test becomes a coin toss, while the slope $k\delta$ falls to the assumed slope noise only near $\delta=10^{-5}/0.386=2.6\times10^{-5}$ bohr. With these noise levels, forces can guide the search over a range where energies no longer do.

This advantage depends on accurate forces. Rule (6) is meaningful only while $c_2|g_0|$ is well above the slope noise; below that level the search should stop. Let the slope errors be independent with deviation $\sigma_g$. At $t=0.4$ the formulas above give a secant noise of $\sqrt{0.6^2+0.4^2}\,\sigma_g/k=0.72\,\sigma_g/k$ and a cubic noise of $\sqrt{(2.04\,\sigma/h)^2+(0.34\,\sigma_g)^2}/k$. These are equal at $\sigma_g\approx3.2\,\sigma/h$; for slopes more uncertain than that, the secant loses its advantage in noise.

The reference minimum has a C–H bond of 2.045 bohr, or 1.082 Å. The Wolfe search stops at 2.050 bohr and the force-only search at 2.061 bohr, both within their chosen slope tolerance. These are results for one model: the calculation omits electron correlation and nuclear vibration and uses a finite basis. The numerical check tests the interpolation formula, the error laws and the crossover separately.

## Calculated quantities

```
CH4, RHF/6-31G; energies hartree, lengths bohr
c1 = 0.0001, c2 = 0.1 (no unit)
start bond = 2.400 bohr
first trial step = 1.000 bohr
energy at start = -40.10997271 hartree
energy at first trial = -40.16186087 hartree
slope at start = -0.16844196 hartree/bohr
slope at first trial = 0.13845017 hartree/bohr
z = 0.12567268 hartree/bohr
w = 0.19777372 hartree/bohr
cubic step = 0.700257 bohr
energy at cubic step = -40.18053506 hartree
slope at cubic step = -0.00382431 hartree/bohr
secant step = 0.548864 bohr
slope at secant step = -0.05555674 hartree/bohr
|slope/start slope|, first trial = 0.82195
|slope/start slope|, cubic = 0.02270
|slope/start slope|, secant = 0.32983
reference minimum step = 0.710232 bohr
reference minimum energy = -40.18055418 hartree
largest gradient there = 1.0e-13 hartree/bohr
cubic step error = -0.009975 bohr
secant step error = -0.161369 bohr
Wolfe trials (bohr): 1.000000 0.700257
force trials (bohr): 1.000000 0.548864 0.678053
bond after Wolfe search = 2.04987 bohr
bond after force search = 2.06097 bohr
bond at minimum = 2.04488 bohr = 1.08211 angstrom
s.y = 0.115275, bound = 0.106157 hartree
curvature k = 0.38644 hartree/bohr^2
third derivative = 0.55562 hartree/bohr^3
energy noise = 1.0e-05 hartree
slope noise = 1.0e-05 hartree/bohr
crossover width = 0.06734 bohr
width 0.26938: rms error cubic 2.488e-04, secant 1.230e-02 bohr
  predicted noise part: cubic 1.950e-04, secant 1.825e-05 bohr
width 0.06734: rms error cubic 7.833e-04, secant 7.798e-04 bohr
  predicted noise part: cubic 7.829e-04, secant 1.858e-05 bohr
width 0.03367: rms error cubic 1.538e-03, secant 1.963e-04 bohr
  predicted noise part: cubic 1.566e-03, secant 1.863e-05 bohr
near-start distance = 0.007194 bohr
slope at near start = -0.002764 hartree/bohr
false rejection: sampled 0.2403, formula 0.2398
many-well curve, most trials = 8
quartic: false step = 4.000 (model length)
quartic: energy rise = 2.6667 (model energy)
```
